# Why nickelocene has longer, weaker metal-ring bonds than ferrocene

## The result

Ferrocene has 18 valence electrons in its ring-pi and metal-d orbitals, and nickelocene has 20. The two extra electrons enter a degenerate pair of metal-ring antibonding orbitals, called $e_{1g}^*$, with parallel spins. The antibonding occupation $n^*$ is therefore 0 in ferrocene and 2 in nickelocene, out of a possible 4. In an orbital model with an orthogonal basis, this occupation cancels half of the $e_{1g}$ covalent interaction at fixed geometry:

$$
\frac{E_{\rm int}(n^*=2)}{E_{\rm int}(n^*=0)}=\frac{4-2}{4}=\frac12 .
$$

The same electrons push the rings outward. With round, chosen parameters in the rough range of first-row metallocenes, the metal-ring distance grows from 0.165 nm, which is an input, to about 0.188 nm. The stretching force constant falls to about a third. These sizes depend on the model and exceed the real differences, as discussed below.

"Weaker" here means a shallower covalent well and a softer metal-ring stretch. It does not refer to the energy of separation into $M^{2+}$ and two ring anions, which is dominated by ionic attraction.

## The orbitals that meet

Take two rigid, planar five-membered rings of radius $R$ at heights $\pm h$ above and below the metal. Each carbon contributes one p orbital along $z$, and the metal contributes five d orbitals. Metal s and p orbitals are left out. The metal-carbon distance is $d=\sqrt{R^2+h^2}$, and we write $s=R/d$ and $n=h/d$, so that $s^2+n^2=1$.

Inside one ring, with neighbour coupling $\beta<0$, the levels are

$$
\varepsilon_k=\alpha+2\beta\cos(2\pi k/5),\qquad k=0,1,2 .
$$

The level $k=0$ is single and the other two are double. Each gives one even and one odd combination of the two rings. The d orbitals are even under inversion, so they mix with the even combinations. The labels are those of the staggered molecule. Since the model has no direct ring-ring coupling, its energies do not depend on the twist of the rings.

The coupling between a p orbital along the unit vector $\mathbf a$ and a d orbital described by a symmetric traceless tensor $Q$, with ${\rm tr}\,Q^2=1$, must be linear in both and invariant under rotation and reflection. With $\mathbf u$ the unit vector from metal to carbon, this leaves two terms:

$$
H=\sqrt{\tfrac32}\,V_\sigma(\mathbf a\cdot\mathbf u)(\mathbf u\cdot Q\mathbf u)
+\sqrt2\,V_\pi\left[\mathbf a\cdot Q\mathbf u-(\mathbf a\cdot\mathbf u)(\mathbf u\cdot Q\mathbf u)\right].
$$

The prefactors follow from two orientations with $\mathbf u$ along $z$. For $p_z$ and $d_{z^2}$, $\mathbf u\cdot Q\mathbf u=\sqrt{2/3}$ and the bracket vanishes, so $H=V_\sigma$. For $p_x$ and $d_{xz}$, the first term vanishes and $\mathbf a\cdot Q\mathbf u=1/\sqrt2$, so $H=V_\pi$.

Now take $d_{xz}$ and a carbon at azimuth $\phi$ in the upper ring. Then $\mathbf a\cdot\mathbf u=n$, $\mathbf u\cdot Q\mathbf u=\sqrt2\,sn\cos\phi$ and $\mathbf a\cdot Q\mathbf u=s\cos\phi/\sqrt2$. Substitution gives

$$
H=s\cos\phi\left[\sqrt3\,n^2V_\sigma+(1-2n^2)V_\pi\right].
$$

For the lower ring $u_z=-n$. The result contains $n^2$ alone and is unchanged. The matching ring combination has coefficients $\cos\phi_j/\sqrt5$, because $\sum_j\cos^2\phi_j=5$ over ten carbons. Summing the ten couplings gives

$$
V_1=\sqrt5\,s\left[\sqrt3\,n^2V_\sigma+(1-2n^2)V_\pi\right].
$$

The same substitution for $d_{z^2}$, and for the pair $d_{xy},d_{x^2-y^2}$, gives

$$
V_0=\sqrt{10}\left[n\left(n^2-\tfrac12s^2\right)V_\sigma+\sqrt3\,ns^2V_\pi\right],
$$

$$
V_2=\sqrt5\,ns^2\left[\tfrac{\sqrt3}{2}V_\sigma-V_\pi\right].
$$

**Numbers.** Let $R=0.120$ nm, $h=0.165$ nm, $V_\sigma=-1.60$ eV and $V_\pi=0.72$ eV. These signs belong to p orbitals phased with the positive lobe along $-\mathbf a$, so that in the upper ring it points towards the metal. With the positive lobe along $+\mathbf a$, all p-d couplings change sign and the energies stay the same. Then $d=0.204$ nm, $s=0.588$ and $n^2=0.654$, so

$$
V_1=2.236\times0.588\,[-1.813-0.222]\ {\rm eV}=-2.68\ {\rm eV}.
$$

The other two are $V_0=-0.87$ eV and $V_2=-1.32$ eV. In $V_0$ the sigma and pi terms have opposite signs and partly cancel. In $V_1$ they add.

## How antibonding the pair is

Let the free d level lie $\Delta=2.50$ eV above the ring $e_1$ level. Measured from their mean, each of the two $e_{1g}$ problems is

$$
\begin{pmatrix}-\Delta/2&V_1\\V_1&\Delta/2\end{pmatrix},
\qquad
E_\pm=\pm W,\qquad W=\sqrt{\Delta^2/4+V_1^2}.
$$

The upper level lies above the free d level by

$$
\delta=W-\frac{\Delta}{2}=2.95-1.25=1.70\ {\rm eV}.
$$

Its metal and ring coefficients obey $(\Delta/2-W)c_d+V_1c_L=0$, hence $c_L/c_d=\delta/V_1$. In the phase chosen above the metal-ring $e_{1g}$ overlap is positive and $V_1<0$, so the two coefficients have opposite signs, which makes the orbital antibonding. Normalization, with $V_1^2=(W-\Delta/2)(W+\Delta/2)$, gives

$$
c_d^2=\frac12\left(1+\frac{\Delta}{2W}\right)=0.71 .
$$

Two electrons in $e_{1g}^*$ thus place about 1.4 electrons on the metal and 0.6 on the rings. It would be wrong to treat them as pure metal electrons.

Two limits show what controls the effect. For $\Delta\gg|V_1|$, the shift is $\delta\approx V_1^2/\Delta$ and the pair becomes nearly pure metal and weakly antibonding. For $\Delta\to0$, the shift is $|V_1|$ and the pair is half metal, half ring.

## Where the electrons go

Two ring anions bring 12 electrons, which fill the six low-lying ring-based orbitals. The metal ion brings six electrons in ferrocene and eight in nickelocene. Relative to the free d level, and with $\beta=-2.50$ eV, the d-type levels are:

- $e_{2g}$: $-0.49$ eV, pushed down by the empty ring $e_2$ orbitals.
- $a_{1g}$: $+0.12$ eV, nearly nonbonding.
- $e_{1g}^*$: $+1.70$ eV.

Six metal electrons fill the first two sets. The next two must enter $e_{1g}^*$. One electron in each partner, with parallel spins, gains exchange energy. It also treats the two partners equally, so this triplet has no first-order Jahn-Teller distortion.

The 18-electron count gives $n^*=0$ provided that the molecule stays low-spin. The orbital gap from $a_{1g}$ to $e_{1g}^*$ is 1.58 eV, far above $kT$ at 300 K, but it is not the energy of the lowest excited state, because exchange and relaxation lower that state. With a chosen gain of 0.60 eV per parallel pair and the rings held at 0.165 nm, the triplet costs $1.58-0.60=0.98$ eV. The quintet promotes two electrons and gains four pairs:

$$
2(1.70)-0.12+0.49-4(0.60)\approx1.37\ {\rm eV}.
$$

At this fixed distance the quintet would win if the exchange gain exceeded about 0.94 eV per pair. Its two antibonding electrons also push the rings outward, and letting them move lowers the threshold to about 0.72 eV. Above it, an 18-electron sandwich would also have $n^*=2$, and electron count alone would no longer predict the bond. With the chosen 0.60 eV and relaxed rings, the quintet lies 0.47 eV and the triplet 0.82 eV above the low-spin state. The Boltzmann factor of the quintet at 300 K is about $10^{-8}$, so thermal population is still negligible.

## Half of the covalent interaction is lost

An electron in the upper orbital has interaction energy $2c_dc_LV_1$. From the coefficients above,

$$
2c_dc_LV_1=2c_d^2\,\delta
=\frac{(W+\Delta/2)(W-\Delta/2)}{W}=\frac{V_1^2}{W}.
$$

An electron in the bonding orbital has the opposite value. With four bonding and $n^*$ antibonding electrons,

$$
E_{\rm int}=-(4-n^*)\frac{V_1^2}{W}.
$$

This is $-9.70$ eV for $n^*=0$ and $-4.85$ eV for $n^*=2$. It is not the net bond energy, because mixing also moves charge between levels of different energy. The net $e_{1g}$ stabilization is $(4-n^*)\delta$, or 6.81 and 3.41 eV, and it is halved as well.

The factor of one half requires negligible orbital overlap $S$. To see the correction, take $\Delta=0$ and measure energy from the common level. The bonding shift is then $|V_1|/(1+S)$ and the antibonding shift $|V_1|/(1-S)$. For $S=0.10$, the fraction retained with $n^*=2$ is

$$
1-\frac{2/(1-S)}{4/(1+S)}=1-\frac{1.10}{2\times0.90}=0.39 .
$$

With $\Delta=2.50$ eV and the same $S$, the retained fraction of the net stabilization is about 0.31. The value $S=0.10$ is illustrative, and minimal-basis atomic orbitals give about 0.17 to 0.18 for this pair. Overlap makes antibonding electrons more harmful than the simple count suggests.

## Why the rings move outward

Let $E_{18}(h)$ be the energy of the 18-electron molecule. With all parameters unchanged, $n^*$ more electrons give $E_{18}(h)+n^*E_+(h)$. At the 18-electron minimum $E_{18}'=0$, so the remaining slope is

$$
n^*\frac{dE_+}{dh}=n^*\frac{V_1V_1'}{W}.
$$

Its sign depends on how $|V_1|$ varies with $h$. Let the p-d couplings fall as $d^{-3.5}$. Since $s=R/d$, $|V_1|$ has a factor $d^{-4.5}$ times an angular bracket, which at the reference couplings is proportional to $4.21n^2-0.72$. Using $d'=h/d$ and $(n^2)'=2hs^2/d^2$,

$$
\frac{V_1'}{V_1}=\frac{h}{d^2}\left[-4.5+\frac{8.42\,s^2}{4.21n^2-0.72}\right]
=3.96\,(-4.5+1.43)\ {\rm nm^{-1}}\approx-12.2\ {\rm nm^{-1}}.
$$

The loss with distance outweighs the improving angle. The exponent 3.5 is a chosen value. The $e_{1g}$ overlap of minimal-basis iron or nickel 3d and carbon 2p orbitals also falls with $h$, but only at about 3 to 4 nm⁻¹, so the sign is more secure than the size. Each antibonding electron therefore adds a slope of $-12.2\times V_1^2/W=-29.5$ eV/nm, which is an outward force.

If the force constant $k$ of $E_{18}$ were constant, the displacement would be

$$
\delta h\approx\frac{n^*}{k}\left|\frac{V_1V_1'}{W}\right| .
$$

To find $k$, add a repulsion $B\exp[-(d-d_0)/r]$ with $r=0.020$ nm and $d_0=0.204$ nm. Requiring the 18-electron minimum to lie at 0.165 nm fixes $B=4.58$ eV. Direct minimization then gives:

| Electrons | $h$ (nm) | $k$ (N/m) | Well depth (eV) |
|---|---:|---:|---:|
| 18 | 0.165 | 610 | 4.17 |
| 19 | 0.174 | 392 | 2.59 |
| 20 | 0.188 | 206 | 1.31 |

The 19-electron case averages the odd electron over both partners and so leaves out its Jahn-Teller distortion.

Since 610 N/m is about 3810 eV/nm², the first-order lengthening is $2\times29.5/3810=0.0155$ nm. The full value is 0.0228 nm. The difference is a softening along the path: the 20-electron slope goes from $-59$ eV/nm to zero over 0.0228 nm, a mean curvature of about 415 N/m rather than 610 N/m.

As a control, the two extra electrons were placed in the odd ring pair $e_{2u}$, which does not mix with the d orbitals. The distance then did not change to the printed 0.0001 nm. In this model the lengthening comes from antibonding character, not from the number of electrons as such.

## Why the bond is weaker

**Well depth.** At infinite separation $E_+$ becomes the free d level. At finite $h$ it lies higher by $\delta(h)>0$ wherever $V_1\neq0$. Measured from separated fragments, the 20-electron curve therefore lies above the 18-electron curve throughout the well, and its minimum is shallower. The balance is

$$
4.172-2(1.703)+0.539=1.305\ {\rm eV}.
$$

The second term is the cost at fixed geometry, and the third is the energy regained when the rings move out.

**Force constant.** Its fall has a less direct cause. The curvature of the repulsion is

$$
B\,e^{-(d-d_0)/r}\left(\frac{n^2}{r^2}-\frac{s^2}{rd}\right).
$$

It is about 1140 N/m at the 18-electron minimum and 490 N/m at the 20-electron minimum, where $d=0.223$ nm. Subtracting these from the total force constants leaves orbital contributions of about $-530$ and $-285$ N/m. The orbital part has thus become less negative, which by itself would stiffen the bond. The bond softens because the antibonding electrons move the rings to a distance where the repulsive wall is less steep.

In the symmetric stretch both rings move and the metal rests. The kinetic energy is $m\dot h^2$, so $\omega=\sqrt{k/2m}$. With a ring mass $m=65$ u this gives 282 cm⁻¹ for 18 electrons and 164 cm⁻¹ for 20.

## Reading the numbers beside the real molecules

Measured metal-carbon distances are roughly 0.21 nm in ferrocene and 0.22 nm in nickelocene. The symmetric metal-ring stretches are roughly 300 and 250 cm⁻¹. The model gives 0.204 and 0.223 nm, and 282 and 164 cm⁻¹. It has the right direction but overstates the change, most clearly in the force constant. The well depths should not be compared with measured dissociation energies, because they omit ionic attraction and the spin energies of the fragments.

The effect of some omissions and parameter choices can be sized. In each row the repulsion was refitted to keep the 18-electron distance at 0.165 nm.

| Change in the model | Increase in $h$ (nm) | $k_{20}/k_{18}$ |
|---|---:|---:|
| None | 0.023 | 0.34 |
| Repulsion range 0.017 nm | 0.016 | 0.42 |
| Repulsion range 0.023 nm | 0.033 | 0.25 |
| Metal-ring overlap, 0.10 for $e_{1g}$ and in proportion to the coupling for the other pairs | 0.036 | 0.19 |
| Metal charge $+1$ | 0.017 | 0.48 |

Ionic attraction and a steeper repulsion bring the result closer to the real pair, while overlap moves it away. The overlap row takes the couplings as defined with the energy zero midway between the d and ring $e_1$ levels; placing that zero at either level moves the entries by about 0.001 nm and 0.01. The direction of the change survives in every row. Its size varies by a factor of about two to three within the table and by more outside it. Coupling exponents of 2.5 and 4.5 give 0.015 and 0.037 nm with ratios 0.47 and 0.17, and a repulsion range of 0.030 nm gives 0.10 nm with a ratio of 0.04.

Changing iron to nickel also changes the d shell. Lowering the d level by 1.0 eV and reducing the p-d couplings by 10%, at fixed repulsion, lengthens $h$ by 0.007 nm with no antibonding electrons. With two of them the total is 0.031 nm. For these values occupation is the larger cause, but the metal change is not negligible. The filled inner shells of nickel are also more compact than those of iron, which by itself should reduce the repulsion. This comparison leaves that out.

## What to do with this in precursor work

Determine $n^*$ before comparing bond lengths or decomposition data. For nickelocene, calculate the triplet and inspect the two singly occupied orbitals. A closed-shell calculation describes a different state. For an 18-electron sandwich, check that the low-spin state is lowest before setting $n^*=0$.

To separate occupation from the change of metal, compare different electron counts of one metal as well as the neutral molecules. In the model at fixed parameters, removing one electron from the 20-electron system shortens $h$ from 0.188 to 0.174 nm. A real cation also has a different charge and d-level energy, so this is a direction to check, not a predicted distance.

If a nickel precursor needs a firmer metal-ring bond, a ligand set that brings the count to 18 can empty the antibonding pair. Replacing one cyclopentadienyl ligand by an allyl ligand does this by count, since allyl supplies two fewer electrons. The lower symmetry changes the orbitals, so the new complex needs its own calculation. If easy ring loss is wanted, the occupied pair helps, provided that breaking the metal-ring bond limits the rate. Surface reactions and attack by a co-reactant can follow other paths, and the force constants above do not give a decomposition temperature.

The numerical output gives the remaining intermediate values.

## Computed values

```
ring radius 0.120 nm; 18-electron h (input) 0.165 nm
d level above ring e1: 2.50 eV
ring neighbour coupling beta: -2.50 eV
p-d sigma, pi couplings: -1.60, 0.72 eV
coupling falls as distance to the power -3.5
repulsion range: 0.020 nm
fitted repulsion at 18-electron minimum: 4.582 eV
group coupling a1g: -0.865 eV
group coupling e1g: -2.676 eV
group coupling e2g: -1.317 eV
e1g half splitting W: 2.953 eV
e1g* shift above d level: 1.703 eV
metal share of e1g*: 0.712
d-type levels relative to free d level, eV:
  e2g -0.485, a1g 0.123, e1g* 1.703
e1g interaction at fixed h, n*=0: -9.697 eV
e1g interaction at fixed h, n*=1: -7.272 eV
e1g interaction at fixed h, n*=2: -4.848 eV
ratio n*=2 to n*=0: 0.500
slope of e1g* level: -29.48 eV/nm per electron
18 electrons, n*=0: h 0.1650 nm, M-C 0.2040 nm
  k 609.9 N/m, stretch 282 cm^-1, well depth 4.172 eV
19 electrons, n*=1: h 0.1742 nm, M-C 0.2115 nm
  k 392.1 N/m, stretch 226 cm^-1, well depth 2.592 eV
20 electrons, n*=2: h 0.1878 nm, M-C 0.2228 nm
  k 205.5 N/m, stretch 164 cm^-1, well depth 1.305 eV
ring mass used: 65.0 u
lengthening of h, full: 0.0228 nm
lengthening of h, first order: 0.0155 nm
M-C lengthening: 0.0188 nm
force constant ratio 20e/18e: 0.337
well depth ratio 20e/18e: 0.313
cost of two e1g* electrons at fixed h: 3.406 eV
energy regained by lengthening: 0.539 eV
control, two e2u electrons: |shift| 0.0000 nm
neglected effects: lengthening and force constant ratio
  repulsion range 0.017 nm: 0.0159 nm, 0.417
  repulsion range 0.023 nm: 0.0333 nm, 0.246
  e1g group overlap 0.10: 0.0356 nm, 0.185
  ionic, metal charge +1: 0.0168 nm, 0.479
heavier metal: d level 1.0 eV lower, p-d couplings x 0.9
  change of h, metal only: 0.0071 nm
  change of h, metal and occupation: 0.0313 nm
18-electron gap to e1g*: 1.580 eV
Boltzmann factor at 300 K: 2.9e-27
exchange energy per parallel pair (chosen): 0.60 eV
18-electron triplet cost: 0.980 eV
18-electron quintet cost: 1.369 eV
```
